# Frozen-Index Error in Transfer-Matrix Simulation of Resist Bleaching: test program

```python
"""
Result under test: transfer-matrix optics alternated with exponential local
bleaching is forward Euler for the dose D. Its frozen-index error is first order
in the time step; using an index predicted at mid-step gives second order.

M: remaining absorber fraction; A, B: bleachable and fixed absorption (1/m);
C: bleaching coefficient (m^2/J); I: local intensity (W/m^2), defined so that
(A*M+B)*I is absorbed power density; D: time integral of I (J/m^2).
Complex index: nb + dn*M + i*wavelength*(A*M+B)/(4*pi), time factor exp(-i*w*t).
All lengths are in metres internally. Depth starts at the top of the film.
"""
import numpy as np
from scipy.integrate import solve_ivp

model = dict(wavelength=400e-9, thickness=800e-9, cover=1.0,
             substrate=4.0 + 1.0j, nb=1.68, dn=0.02,
             A=0.8e6, B=0.05e6, C=2e-3, I0=100.0, time=10.0)
CELLS = 200


def film_index(M, p):
    alpha = p["A"] * M + p["B"]
    return p["nb"] + p["dn"] * M + 1j * p["wavelength"] * alpha / (4 * np.pi)


def optics(M, p):
    """Return cell-mean intensity and reflectance for piecewise uniform M."""
    n = film_index(M, p)
    h = p["thickness"] / len(M)
    phase = 2 * np.pi / p["wavelength"] * n * h
    cosine = np.cos(phase).tolist()
    sine = 1j * np.sin(phase)
    over, times = (sine / n).tolist(), (sine * n).tolist()
    E, Q = 1.0 + 0.0j, complex(p["substrate"])
    flux = [0.0] * (len(M) + 1)
    flux[-1] = (E.conjugate() * Q).real
    for j in range(len(M) - 1, -1, -1):
        E, Q = cosine[j] * E - over[j] * Q, cosine[j] * Q - times[j] * E
        flux[j] = (E.conjugate() * Q).real
    incident = (E + Q / p["cover"]) / 2
    reflected = (E - Q / p["cover"]) / 2
    S = p["I0"] * np.array(flux) / (p["cover"] * abs(incident)**2)
    intensity = (S[:-1] - S[1:]) / ((p["A"] * M + p["B"]) * h)
    return intensity, abs(reflected / incident)**2


def expose(steps, p, midpoint=False, cells=CELLS):
    M = np.ones(cells)
    dt = p["time"] / steps
    for _ in range(steps):
        I = optics(M, p)[0]
        if midpoint:
            I = optics(M * np.exp(-p["C"] * I * dt / 2), p)[0]
        M = M * np.exp(-p["C"] * I * dt)
    return M


def adaptive_exposure(p):
    result = solve_ivp(lambda t, M: -p["C"] * optics(M, p)[0] * M,
                       (0, p["time"]), np.ones(CELLS), method="DOP853",
                       rtol=1e-9, atol=1e-11)
    assert result.success
    return result.y[:, -1]


def centres(cells, p):
    return (np.arange(cells) + 0.5) * p["thickness"] / cells


# Direct integration of the wave equation in a smoothly graded film.
def graded_M(z):
    return 0.5 + 0.3 * np.cos(2 * np.pi * z / 130e-9)


k0 = 2 * np.pi / model["wavelength"]
wave = solve_ivp(lambda z, y: np.array([1j * k0 * y[1],
                 1j * k0 * film_index(graded_M(z), model)**2 * y[0]]),
                 (model["thickness"], 0),
                 np.array([1.0 + 0j, model["substrate"]]),
                 method="DOP853", rtol=1e-10, atol=1e-12, dense_output=True)
assert wave.success
E0, Q0 = wave.y[:, -1]
inc0 = (E0 + Q0 / model["cover"]) / 2
R_wave = abs((E0 - Q0 / model["cover"]) / (2 * inc0))**2
nodes, weights = np.polynomial.legendre.leggauss(3)
optical_errors, reflectance_errors = [], []
for cells in (100, 200):
    z = centres(cells, model)
    h = model["thickness"] / cells
    direct = np.zeros(cells)
    for node, weight in zip(nodes, weights):
        points = z + node * h / 2
        field = wave.sol(points)[0]
        direct += weight / 2 * model["I0"] / model["cover"] * (
            film_index(graded_M(points), model).real * abs(field / inc0)**2)
    matrix_I, matrix_R = optics(graded_M(z), model)
    optical_errors.append(np.max(abs(matrix_I - direct)))
    reflectance_errors.append(abs(matrix_R - R_wave))
optical_ratio = optical_errors[0] / optical_errors[1]
assert 3.2 < optical_ratio < 4.8
assert optical_errors[1] < 0.01 * model["I0"]
assert reflectance_errors[1] < 1e-3

# Time refinement against adaptive integration on the same depth mesh.
reference = adaptive_exposure(model)
step_counts = [2**j for j in range(10)]
frozen = {N: expose(N, model) for N in step_counts}
middle = {N: expose(N, model, True) for N in step_counts}
frozen_error = {N: np.max(abs(frozen[N] - reference)) for N in step_counts}
middle_error = {N: np.max(abs(middle[N] - reference)) for N in step_counts}
frozen_ratio = frozen_error[128] / frozen_error[256]
middle_ratio = middle_error[128] / middle_error[256]
assert abs(frozen_ratio - 2) < 0.1
assert abs(middle_ratio - 4) < 0.3
pair_estimate = np.max(abs(frozen[128] - frozen[256]))
assert abs(pair_estimate / frozen_error[256] - 1) < 0.1
target = 1e-3
frozen_needed = next(N for N in step_counts if frozen_error[N] < target)
middle_needed = next(N for N in step_counts if middle_error[N] < target)
assert 2 * middle_needed < frozen_needed


# Leading dose error e*dt from e' = J(e-F/2), with J applied by differences.
def dose_and_error_rate(y):
    D, e = y
    F = optics(np.exp(-model["C"] * D), model)[0]
    direction = e - F / 2
    small_time = 1e-3
    plus = optics(np.exp(-model["C"] * (D + small_time * direction)), model)[0]
    minus = optics(np.exp(-model["C"] * (D - small_time * direction)), model)[0]
    return np.array([F, (plus - minus) / (2 * small_time)])


y = np.zeros((2, CELLS))
dt = model["time"] / 100
for _ in range(100):
    a = dose_and_error_rate(y)
    b = dose_and_error_rate(y + dt * a / 2)
    c = dose_and_error_rate(y + dt * b / 2)
    d = dose_and_error_rate(y + dt * c)
    y = y + dt * (a + 2 * b + 2 * c + d) / 6
leading = y[1]
measured = (-np.log(frozen[512] / reference) / model["C"]
            / (model["time"] / 512))
leading_mismatch = np.max(abs(measured - leading)) / np.max(abs(leading))
assert leading_mismatch < 0.05

# Closed bleaching solution in matched media; wave corrections shrink with wavelength.
matched_deviation = []
for wavelength in (400e-9, 200e-9):
    matched = dict(model, wavelength=wavelength, cover=1.7, substrate=1.7,
                   nb=1.7, dn=0.0, B=0.0)
    growth = np.exp(matched["A"] * centres(CELLS, matched))
    exposure = np.exp(matched["C"] * matched["I0"] * matched["time"])
    closed = growth / (growth + exposure - 1)
    matched_deviation.append(np.max(abs(expose(200, matched, True) - closed)))
assert matched_deviation[0] < 0.02
assert matched_deviation[1] < 0.7 * matched_deviation[0]

# Signs of the one-step error with and without a reflected wave.
matched = dict(model, cover=1.7, substrate=1.7, nb=1.7, dn=0.0, B=0.0)
matched_error = expose(1, matched) - adaptive_exposure(matched)
assert matched_error.max() > 0.01
assert matched_error.min() > -0.1 * matched_error.max()
fixed_real = dict(model, nb=1.7, dn=0.0)
fixed_reference = adaptive_exposure(fixed_real)
fixed_error = expose(1, fixed_real) - fixed_reference
assert fixed_error.min() < -0.05 * fixed_error.max()
dark = int(np.argmin(fixed_error))
fixed_start = optics(np.ones(CELLS), fixed_real)[0][dark]
fixed_end = optics(fixed_reference, fixed_real)[0][dark]
assert fixed_end < fixed_start
mean_dose_frozen = np.mean(-np.log(frozen[1]) / model["C"])
mean_dose_reference = np.mean(-np.log(reference) / model["C"])
assert mean_dose_frozen < mean_dose_reference

# Depth refinement with small time error, comparing averages over equal cells.
mesh = {cells: expose(200, model, True, cells) for cells in (100, 200, 400)}
mesh_change_coarse = np.max(abs(mesh[100] - mesh[200].reshape(-1, 2).mean(1)))
mesh_change_fine = np.max(abs(mesh[200] - mesh[400].reshape(-1, 2).mean(1)))
mesh_ratio = mesh_change_coarse / mesh_change_fine
assert 3 < mesh_ratio < 5

start_I, start_R = optics(np.ones(CELLS), model)
end_I, end_R = optics(reference, model)
z_nm = centres(CELLS, model) * 1e9
one_error = frozen[1] - reference
print(f"wavelength, thickness: {model['wavelength']*1e9:.0f}, "
      f"{model['thickness']*1e9:.0f} nm; depth cells: {CELLS}")
print(f"cover index {model['cover']}; substrate index {model['substrate']}")
print(f"film real index: nb={model['nb']}, dn={model['dn']}")
print(f"A={model['A']:.3e} 1/m; B={model['B']:.3e} 1/m; C={model['C']:.3e} m^2/J")
print(f"incident irradiance {model['I0']:.1f} W/m^2; time {model['time']:.1f} s")
print(f"incident dose {model['I0']*model['time']:.1f} J/m^2")
print(f"initial complex film index: {film_index(1.0, model):.6f}")
print(f"reflectance, start and end: {start_R:.6f}, {end_R:.6f}")
print(f"mean film intensity, start and end: {start_I.mean():.3f}, "
      f"{end_I.mean():.3f} W/m^2")
print(f"initial intensity min, max: {start_I.min():.3f}, {start_I.max():.3f} W/m^2")
print(f"final intensity min, max: {end_I.min():.3f}, {end_I.max():.3f} W/m^2")
print(f"reference final M min, mean, max: {reference.min():.6f}, "
      f"{reference.mean():.6f}, {reference.max():.6f}")
print(f"one-step final M mean: {frozen[1].mean():.6f}")
print(f"mean local dose, one-step and reference: {mean_dose_frozen:.3f}, "
      f"{mean_dose_reference:.3f} J/m^2")
for label, j in (("largest overexposure in M", int(np.argmin(one_error))),
                 ("largest underexposure in M", int(np.argmax(one_error)))):
    print(f"{label}: depth {z_nm[j]:.1f} nm; M one-step {frozen[1][j]:.6f}, "
          f"reference {reference[j]:.6f}")
    print(f"  intensity there, start and end: {start_I[j]:.3f}, {end_I[j]:.3f} W/m^2")
print("steps; step length (s); max M error: frozen, midpoint")
for N in step_counts:
    print(f"{N:4d}; {model['time']/N:.6f}; {frozen_error[N]:.6e}, "
          f"{middle_error[N]:.6e}")
print(f"error ratio 128/256 steps: frozen {frozen_ratio:.4f}, midpoint {middle_ratio:.4f}")
print(f"max M difference, 128 and 256 frozen steps: {pair_estimate:.6e}")
print(f"target M error {target:.3f}: first tested frozen steps {frozen_needed}, "
      f"midpoint steps {middle_needed}")
print(f"optical solves for target: frozen {frozen_needed}, midpoint {2*middle_needed}")
print(f"leading dose-error coefficient min, max: {leading.min():.3f}, "
      f"{leading.max():.3f} W/m^2")
print(f"relative mismatch of leading error at 512 steps: {leading_mismatch:.4e}")
print(f"matrix versus wave equation, max intensity error at 100, 200 cells: "
      f"{optical_errors[0]:.4e}, {optical_errors[1]:.4e} W/m^2")
print(f"reflectance error at 200 cells: {reflectance_errors[1]:.4e}")
print(f"closed-solution M deviation at 400, 200 nm: {matched_deviation[0]:.4e}, "
      f"{matched_deviation[1]:.4e}")
print(f"matched media, one-step M error min, max: {matched_error.min():.6f}, "
      f"{matched_error.max():.6f}")
print(f"reflecting, real index fixed at {fixed_real['nb']}: one-step M error min, max: "
      f"{fixed_error.min():.6f}, {fixed_error.max():.6f}")
print(f"  darkened place {z_nm[dark]:.1f} nm; intensity start, end: "
      f"{fixed_start:.3f}, {fixed_end:.3f} W/m^2")
print(f"depth-mesh max M change, 100-200 and 200-400 cells: "
      f"{mesh_change_coarse:.4e}, {mesh_change_fine:.4e}; ratio {mesh_ratio:.3f}")
print("every check passed")
```

Running it gives:

```
wavelength, thickness: 400, 800 nm; depth cells: 200
cover index 1.0; substrate index (4+1j)
film real index: nb=1.68, dn=0.02
A=8.000e+05 1/m; B=5.000e+04 1/m; C=2.000e-03 m^2/J
incident irradiance 100.0 W/m^2; time 10.0 s
incident dose 1000.0 J/m^2
initial complex film index: 1.700000+0.027056j
reflectance, start and end: 0.159897, 0.234309
mean film intensity, start and end: 70.569, 101.277 W/m^2
initial intensity min, max: 16.552, 127.319 W/m^2
final intensity min, max: 26.138, 177.847 W/m^2
reference final M min, mean, max: 0.043074, 0.232277, 0.631523
one-step final M mean: 0.288805
mean local dose, one-step and reference: 705.693, 887.469 J/m^2
largest overexposure in M: depth 86.0 nm; M one-step 0.328352, reference 0.428781
  intensity there, start and end: 55.684, 34.500 W/m^2
largest underexposure in M: depth 710.0 nm; M one-step 0.417204, reference 0.287682
  intensity there, start and end: 43.709, 75.495 W/m^2
steps; step length (s); max M error: frozen, midpoint
   1; 10.000000; 1.295211e-01, 7.135154e-03
   2; 5.000000; 6.197447e-02, 1.849654e-03
   4; 2.500000; 2.984224e-02, 4.606524e-04
   8; 1.250000; 1.457764e-02, 1.150138e-04
  16; 0.625000; 7.195811e-03, 2.872305e-05
  32; 0.312500; 3.573757e-03, 7.175734e-06
  64; 0.156250; 1.781200e-03, 1.793214e-06
 128; 0.078125; 8.892696e-04, 4.482104e-07
 256; 0.039062; 4.443002e-04, 1.120437e-07
 512; 0.019531; 2.220662e-04, 2.801292e-08
error ratio 128/256 steps: frozen 2.0015, midpoint 4.0003
max M difference, 128 and 256 frozen steps: 4.449694e-04
target M error 0.001: first tested frozen steps 128, midpoint steps 4
optical solves for target: frozen 128, midpoint 8
leading dose-error coefficient min, max: -41.312, 13.469 W/m^2
relative mismatch of leading error at 512 steps: 1.6376e-04
matrix versus wave equation, max intensity error at 100, 200 cells: 5.3597e-02, 1.3413e-02 W/m^2
reflectance error at 200 cells: 6.0859e-06
closed-solution M deviation at 400, 200 nm: 2.5991e-03, 1.3008e-03
matched media, one-step M error min, max: -0.000104, 0.119408
reflecting, real index fixed at 1.7: one-step M error min, max: -0.093266, 0.109914
  darkened place 98.0 nm; intensity start, end: 46.984, 29.969 W/m^2
depth-mesh max M change, 100-200 and 200-400 cells: 1.8734e-03, 4.8460e-04; ratio 3.866
every check passed
```
